# Thermal and lock-in broadening in elastic and inelastic tunnelling spectroscopy

A metal tip is held a fraction of a nanometre to a nanometre above a conducting surface, a voltage is applied, and a small tunnelling current flows. A sharp electronic level of the surface, or the onset of energy loss to a molecular vibration, leaves a mark in the derivatives of the current with respect to voltage. The mark has a finite width even when the level or the vibrational energy is perfectly sharp. Part of that width comes from temperature and part from the oscillating voltage used to measure the derivatives. To read a spectrum, one must know both contributions.

Let $V$ be the voltage of the sample relative to the tip, and let $-e$ be the electron charge. A positive $V$ lowers the electron energies in the sample. If energies $E$ are measured from the sample Fermi level, the tip Fermi level therefore lies at $E=eV$. Both electrodes are taken to be in equilibrium at temperature $T$, with occupation

$$
f(x)=\frac{1}{1+e^{x/kT}},
$$

where $x$ is the energy above the electrode's own Fermi level. Tunnelling is weak, so that rates can be computed to lowest order. The tip density of states and the barrier transmission are constants, independent of energy and voltage. The sample density of states $\rho(E)$ may have any structure, but it is not changed by the voltage.

In elastic tunnelling an electron keeps its energy. It needs an occupied initial state and an empty final state. Counting electrons from tip to sample as positive current, and subtracting the reverse flow, gives at each energy the factor

$$
f(E-eV)[1-f(E)]-f(E)[1-f(E-eV)]=f(E-eV)-f(E).
$$

The two products $f(E-eV)f(E)$ have cancelled: the exclusion principle reduces both directions by the same amount. With the constants collected in $C$,

$$
I(V)=C\int\rho(E)\,[f(E-eV)-f(E)]\,dE .
$$

The second term does not depend on $V$. In the first, the chain rule gives $\partial f(E-eV)/\partial V=-e f'(E-eV)$, hence

$$
\frac{dI}{dV}=eC\int\rho(E)\,[-f'(E-eV)]\,dE. \tag{1}
$$

To see the shape of the weight, put $y=x/kT$ and differentiate:

$$
-f'(x)=\frac{1}{kT}\frac{e^{y}}{(1+e^{y})^2}
=\frac{1}{kT}\frac{1}{(e^{y/2}+e^{-y/2})^2}
=\frac{1}{4kT\cosh^2(x/2kT)} .
$$

This function is even, so (1) is a convolution of $\rho$ with $-f'$, evaluated at $eV$. Its area is $f(-\infty)-f(\infty)=1$. When $\rho$ varies little over several $kT$, it can be taken out of the integral, and $dI/dV\approx eC\rho(eV)$. A sharp level instead reproduces the weight itself. The peak value $1/4kT$ is halved where $\cosh^2(x/2kT)=2$. Since $\operatorname{arcosh}\sqrt2=\ln(\sqrt2+1)$, the full width at half maximum is

$$
w_{\rm el}=4kT\ln(1+\sqrt2)=3.53\,kT .
$$

For a given $\rho$, the temperature in (1) is that of the tip, because the sample occupation dropped out on differentiation. The numerical check confirms that cooling the sample alone leaves $dI/dV$ unchanged. This depends on the flat tip density of states. A structured tip would add a term in which its structure moves with the voltage, and a voltage-dependent barrier would add the derivative of the transmission.

The second derivative of the elastic current has no new thermal width. Substituting $E=eV+x$ in (1) moves the voltage into $\rho$, and one more differentiation gives

$$
\frac{d^2I}{dV^2}=e^2C\int\rho'(eV+x)\,[-f'(x)]\,dx .
$$

A sharp step in $\rho$ has a delta function as its derivative. It produces a peak in $d^2I/dV^2$ of width $3.53\,kT$, not $5.4\,kT$. The larger width belongs to a different process.

Suppose that a molecule in the junction has a vibration of energy $\hbar\omega$. An electron may leave the tip at energy $E$, excite the vibration and enter the sample at $E-\hbar\omega$. Now both densities of states are taken to be flat, and the coupling to be constant. The occupation factors for this process are $f(E-eV)[1-f(E-\hbar\omega)]$. Shifting the integration variable by $\hbar\omega$ turns their integral into

$$
J(\Delta)=\int f(E-\Delta)[1-f(E)]\,dE,\qquad \Delta=eV-\hbar\omega .
$$

To evaluate it, write $a=e^{E/kT}$ and $b=e^{(E-\Delta)/kT}=a\,e^{-\Delta/kT}$. Then

$$
f(E-\Delta)[1-f(E)]=\frac{a}{(1+a)(1+b)},\qquad
f(E-\Delta)-f(E)=\frac{a-b}{(1+a)(1+b)} .
$$

Because $a-b=a(1-e^{-\Delta/kT})$, the product equals the difference divided by $1-e^{-\Delta/kT}$. The integral of the difference vanishes at $\Delta=0$, and its derivative with respect to $\Delta$ is $\int[-f'(E-\Delta)]dE=1$. The integral is therefore $\Delta$, and

$$
J(\Delta)=\frac{\Delta}{1-e^{-\Delta/kT}} .
$$

Far above threshold, $J\approx\Delta$: the number of available transitions grows linearly with voltage. Far below it, $J\approx|\Delta|e^{-|\Delta|/kT}$, since only thermally excited electrons and holes contribute.

The origin of the width is visible before the derivatives are worked out explicitly. Differentiating the integral once, and then shifting $E$ by $\Delta$, gives

$$
J'(\Delta)=\int[-f'(E-\Delta)][1-f(E)]\,dE
=\int[-f'(E)][1-f(E+\Delta)]\,dE .
$$

A second differentiation acts on the remaining occupation factor:

$$
J''(\Delta)=\int[-f'(E)]\,[-f'(E+\Delta)]\,dE . \tag{2}
$$

Since $-f'$ is even, this is the thermal function convolved with itself. One factor comes from the edge of the occupied tip states, the other from the edge of the empty sample states. In the elastic current, the blocking products referred to the same pair of states and cancelled between the two directions. Here the reverse loss process connects a different pair of energies. The process that runs backwards between the same pair is absorption of a quantum, and its weight is smaller ($n$ against $n+1$, as set out below). The blocking product therefore does not cancel, and the second edge survives. If the two weights were equal, the product would cancel, the pair would integrate to $\Delta$, linear in voltage, and there would be no peak at all. Cooling one electrode shows that the sample edge contributes to the width. With both electrodes at $T$, the computed width is $5.44\,kT$; with the sample cooled to $0.03\,T$, it falls to $3.53\,kT$.

For the explicit shape, put $u=\Delta/kT$. Using $1/(1-e^{-u})=\tfrac12[1+\coth(u/2)]$,

$$
\frac{J}{kT}=\frac u2+\frac u2\coth\frac u2 .
$$

The derivative of $\coth(u/2)$ is $-1/[2\sinh^2(u/2)]$, so the first derivative with respect to $u$ is

$$
\frac12+\frac12\coth\frac u2-\frac{u}{4\sinh^2(u/2)} .
$$

On the next differentiation, the second term gives $-1/[4\sinh^2(u/2)]$. The third gives the same amount again, plus $u\cosh(u/2)/[4\sinh^3(u/2)]$. Therefore

$$
kT\,J''(\Delta)=\chi(u)=\frac{u\cosh(u/2)-2\sinh(u/2)}{4\sinh^3(u/2)} . \tag{3}
$$

Numerator and denominator are both odd, so $\chi$ is even. For small $u$ the numerator is $(u+u^3/8)-(u+u^3/24)=u^3/12$, and the denominator is $u^3/2$; thus $\chi(0)=1/6$. Solving $\chi(u)=1/12$ numerically gives the full width

$$
w_{\rm in}=5.44\,kT .
$$

The inelastic current also contains electrons moving from sample to tip and electrons that absorb a vibrational quantum. Let $n$ be the mean number of quanta. For a harmonic vibration at lowest order in the coupling, emission has weight $n+1$ and absorption weight $n$. Reversing the direction replaces $eV$ by $-eV$ in the argument of $J$, and absorption replaces $\hbar\omega$ by $-\hbar\omega$. With a constant $D$,

$$
\begin{aligned}
I_{\rm in}=D\{&(n+1)[J(eV-\hbar\omega)-J(-eV-\hbar\omega)]\\
&+n[J(eV+\hbar\omega)-J(-eV+\hbar\omega)]\}.
\end{aligned}
$$

Two derivatives with respect to $V$ bring out $e^2$, whatever the sign of $eV$. Write $A=J''(eV-\hbar\omega)$ and $B=J''(eV+\hbar\omega)$. Since $J''$ is even, the braces become $(n+1)(A-B)+n(B-A)=A-B$, and

$$
\frac{d^2I_{\rm in}}{dV^2}=\frac{e^2D}{kT}
\left[\chi\!\left(\frac{eV-\hbar\omega}{kT}\right)-\chi\!\left(\frac{eV+\hbar\omega}{kT}\right)\right].
$$

There is a peak at $eV=\hbar\omega$ and a dip at $eV=-\hbar\omega$, separate when $\hbar\omega$ is much larger than $kT$. The number of quanta has cancelled, provided that $n$ does not depend on voltage. If the current heats the vibration, derivatives of $n$ enter and the result no longer holds. By (2), $J''$ has unit area in $\Delta$, so an isolated peak has area $eD$ in voltage. This is the height $\Delta\sigma$ of the inelastic conductance step. The model leaves out the change of the elastic current caused by the same coupling. That change is small when the molecular levels lie far from the Fermi energy, but near a resonance it can exceed the inelastic step and reverse the sign of the net step.

Numerical differentiation of a slowly recorded current is sensitive to drift and low-frequency noise. Instead, a small oscillation is added to the voltage, and a lock-in amplifier extracts a harmonic of the current. Let the voltage be $V+V_m\cos\theta$, where $\theta$ advances uniformly in time and $V_m$ is the zero-to-peak amplitude. If the oscillation is slow enough for the current to follow its static curve, the cosine amplitude of harmonic $m$ is

$$
a_m=\frac1\pi\int_0^{2\pi}I(V+V_m\cos\theta)\cos m\theta\,d\theta .
$$

A constant capacitance between tip and sample adds a current proportional to $dV/dt$, hence to $\sin\theta$. Its average with $\cos\theta$ is zero, but a phase error in the first-harmonic reference lets part of it through; it has no second harmonic at any phase.

For the first harmonic, integrate by parts. The boundary term $I\sin\theta$ vanishes, and $dI/d\theta=-V_m\sin\theta\,I'$, where a prime on $I$ means a voltage derivative. Thus

$$
a_1=\frac{V_m}{\pi}\int_0^{2\pi}I'\sin^2\theta\,d\theta
=\frac{2V_m}{\pi}\int_0^{\pi}I'\sin^2\theta\,d\theta .
$$

The two half-cycles are equal because each voltage is passed once on the way down and once on the way up. Now let $x=V_m\cos\theta$. Then $\sin\theta\,d\theta=-dx/V_m$, and the remaining sine is $\sqrt{1-x^2/V_m^2}$. The minus sign reverses the limits, giving

$$
\frac{a_1}{V_m}=\int_{-V_m}^{V_m}I'(V+x)K_1(x)\,dx,\qquad
K_1(x)=\frac{2\sqrt{V_m^2-x^2}}{\pi V_m^2}. \tag{4}
$$

The graph of the square root is a half disc of area $\pi V_m^2/2$, so $K_1$ has unit area. It falls to half its peak at $x=\pm\sqrt3V_m/2$, and its full width is $\sqrt3V_m=1.73V_m$.

For the second harmonic, the first integration by parts gives

$$
a_2=\frac{V_m}{2\pi}\int_0^{2\pi}I'\sin2\theta\sin\theta\,d\theta
=\frac{V_m}{\pi}\int_0^{2\pi}I'\sin^2\theta\cos\theta\,d\theta .
$$

The factor $\sin^2\theta\cos\theta$ is the derivative of $\sin^3\theta/3$. A second integration by parts, with $dI'/d\theta=-V_m\sin\theta\,I''$, leads to

$$
a_2=\frac{V_m^2}{3\pi}\int_0^{2\pi}I''\sin^4\theta\,d\theta
=\frac{2V_m}{3\pi}\int_{-V_m}^{V_m}I''(V+x)\left(1-\frac{x^2}{V_m^2}\right)^{3/2}dx ,
$$

where the last form uses the same folding and substitution as before. Multiplication by $4/V_m^2$ gives

$$
\frac{4a_2}{V_m^2}=\int_{-V_m}^{V_m}I''(V+x)K_2(x)\,dx,\qquad
K_2(x)=\frac{8(V_m^2-x^2)^{3/2}}{3\pi V_m^4}. \tag{5}
$$

To check the factor, take $I''$ constant. The mean of $\sin^4\theta$ over a cycle is $3/8$, so $a_2=V_m^2I''/4$ and $K_2$ has unit area. Half height occurs at $1-x^2/V_m^2=2^{-2/3}$; the full width is $2\sqrt{1-2^{-2/3}}\,V_m=1.22V_m$. In terms of the root-mean-square amplitude $V_{\rm rms}=V_m/\sqrt2$, the two widths are $2.45V_{\rm rms}$ and $1.72V_{\rm rms}$.

Equations (4) and (5) hold for any modulation amplitude within the quasi-static assumption. A large amplitude does not invalidate them; it broadens the kernels. The measured signal is the ideal spectrum convolved first with its thermal function and then with the modulation kernel.

For centred functions of unit area, convolution adds variances: the mean of $(x+y)^2$ contains the two separate means and a cross term that vanishes. For $-f'$, symmetry reduces the integral to twice that over $x>0$, and one partial integration gives

$$
\int x^2[-f'(x)]\,dx=4\int_0^\infty x f(x)\,dx
=4(kT)^2\int_0^\infty\frac{y\,dy}{e^y+1}=\frac{\pi^2}{3}(kT)^2 ,
$$

where the last integral is $1-\tfrac14+\tfrac19-\dots=\pi^2/12$, found by expanding $1/(e^y+1)$ in powers of $e^{-y}$. By (2), the inelastic thermal function has twice this variance. With $x=V_m\cos\theta$, the variance of $K_1$ is $(2V_m^2/\pi)\int_0^\pi\sin^2\theta\cos^2\theta\,d\theta=V_m^2/4$. That of $K_2$ is $(8V_m^2/3\pi)\int_0^\pi\sin^4\theta\cos^2\theta\,d\theta=V_m^2/6$. In voltage units the total variances are

$$
s_1^2=\frac{\pi^2}{3}\left(\frac{kT}{e}\right)^2+\frac{V_m^2}{4},\qquad
s_2^2=\frac{2\pi^2}{3}\left(\frac{kT}{e}\right)^2+\frac{V_m^2}{6}.
$$

Half-maximum widths obey no such rule, because their ratio to the standard deviation depends on the shape. Adding them in quadrature is an estimate.

Consider a model junction at $T=5$ K, where $kT=0.4309$ meV. The thermal widths are $3.5255\times0.4309=1.52$ meV for a sharp level and $5.4392\times0.4309=2.34$ meV for a vibration. At 300 K they would be 91 and 141 meV, far larger than the vibrational energy of 30 meV chosen here; the peak and the dip then overlap, the maximum of their difference moves to about 59 mV, and 141 meV is only the width an isolated peak would have. Let the elastic conductance be 1 nS and the inelastic step 5 % of it, so $\Delta\sigma=0.05$ nS. The full widths below are for the sharp level in the first harmonic ($W_1$) and the vibration in the second ($W_2$).

| $V_m$ (mV) | $W_1$ (mV) | $W_2$ (mV) | peak $a_2$ (fA) |
|---|---|---|---|
| 1 | 2.08 | 2.57 | 4.45 |
| 2 | 3.39 | 3.21 | 14.6 |
| 4 | 6.63 | 5.15 | 38.0 |
| 8 | 13.55 | 9.81 | 82.5 |

At $V_m=2$ mV, the quadrature estimate for the vibration is $\sqrt{2.344^2+(1.2166\times2)^2}=3.38$ mV, which is 5.4 % above the computed width. For the level it is $\sqrt{1.519^2+(1.7321\times2)^2}=3.78$ mV, or 11.6 % too large relative to the computed width.

The first-harmonic widths show something less expected. At 2 mV the total width, 3.39 mV, is smaller than the width $1.7321\times2=3.46$ mV of the modulation kernel alone. The same happens at 4 and 8 mV. Heating still increases the variance, but it can narrow the half-maximum width, because $K_1$ has a broad top and steep sides. Let $s^2=\pi^2(kT/e)^2/3$ be the thermal variance. At points whose distance from the edges $\pm V_m$ is large compared with $s$, expanding the convolution to second order changes $K_1$ by $s^2K_1''/2$. Differentiating the square root twice gives

$$
K_1''(x)=-\frac{K_1(0)}{V_m^2}\left(1-\frac{x^2}{V_m^2}\right)^{-3/2}.
$$

At the old half-height points the bracket is $1/4$, so the curve falls by $4s^2K_1(0)/V_m^2$. The peak falls by $s^2K_1(0)/2V_m^2$, and half the peak by $s^2K_1(0)/4V_m^2$. The curve there is now below half maximum by $15s^2K_1(0)/4V_m^2$. Dividing by the magnitude of the slope, $\sqrt3K_1(0)/V_m$, and counting both sides gives a change in width

$$
\delta W_1\approx-\frac{5\sqrt3}{2}\frac{s^2}{V_m}.
$$

At $V_m=8$ mV, $s^2=0.611$ mV$^2$ and the formula gives $-0.33$ mV. The computed change is $13.545-13.856=-0.31$ mV. The formula has the right sign and size, but the closeness is partly fortuitous. The half-height points lie only $(1-\sqrt3/2)V_m=0.134V_m=1.07$ mV from the edge, where $K_1''$ diverges, and $s=0.78$ mV is not small compared with that distance, so higher terms of the expansion are not negligible. At 4 mV the formula gives $-0.66$ mV, against a computed change of about $-0.3$ mV.

The second-harmonic current shows the price of resolution. At zero modulation the peak of $d^2I/dV^2$ would be $e\Delta\sigma/6kT$, since $\chi(0)=1/6$. At 2 mV the kernel reduces it to 0.756 of that value, and

$$
a_2=\frac{(2\ \mathrm{mV})^2}{4}\,
\frac{0.05\ \mathrm{nS}}{6\times0.4309\ \mathrm{mV}}\times0.756
=0.0146\ \mathrm{pA}=14.6\ \mathrm{fA}.
$$

The elastic first harmonic at the same amplitude is $1\ \mathrm{nS}\times2\ \mathrm{mV}=2$ pA. For small modulation $a_2$ grows as $V_m^2$. Once the modulation kernel dominates, the peak of the measured second derivative approaches $\Delta\sigma K_2(0)=8\Delta\sigma/3\pi V_m$, and $a_2$ approaches $2\Delta\sigma V_m/3\pi$, which grows linearly as long as the sweep does not reach the dip at $eV=-\hbar\omega$, that is for $V_m<2\hbar\omega/e$ (60 mV here). In the table, doubling $V_m$ from 1 to 2 mV raises the signal 3.3 times, whereas doubling it from 4 to 8 mV raises it 2.2 times and nearly doubles the peak width.

The modulation width equals the thermal width at $V_m=1.519/1.7321=0.88$ mV for the level and $2.344/1.2166=1.93$ mV for the vibration. Well below these amplitudes, reducing the modulation costs signal and gains little resolution; well above them, cooling does little to sharpen the peak, and for the level it slightly widens the half-maximum width, as found above. These rules are for perfectly sharp features; a real level or vibration also has an intrinsic lifetime width, which neither cooling nor a smaller modulation removes.

## Values computed for the example and the checks

```
FWHM of -f': 3.5255 kT
FWHM of chi: 5.4392 kT
FWHM of first-harmonic kernel: 1.7321 Vm
FWHM of second-harmonic kernel: 1.2166 Vm
same kernels, per rms modulation: 2.4495, 1.7206 Vrms
Widths measured on numerically differentiated currents:
  sharp level in dI/dV: 3.529 kT
  sharp elastic step in d2I/dV2: 3.529 kT
  vibration in d2I/dV2: 5.440 kT
  vibration, sample at 0.03 T: 3.529 kT
Largest differences, current versus formula (reduced units):
  elastic 3.6e-06, inelastic 1.3e-06
  first harmonic 6.7e-08, second 2.1e-13
Example: T = 5.0 K, kT = 0.4309 meV
vibrational quantum: 30.0 meV
elastic conductance: 1.00 nS, inelastic step: 5.0 %
thermal FWHM at 5 K: elastic 1.519 meV, inelastic 2.344 meV
thermal FWHM at 300 K: elastic 91.1 meV, inelastic 140.6 meV
Vm with modulation width = thermal width at 5 K: first 0.877 mV, second 1.926 mV
Vm = 1.0 mV (zero-to-peak), 0.707 mV rms:
  first harmonic: FWHM 2.083 mV, quadrature estimate 2.304 mV (+10.6 %)
  second harmonic: FWHM 2.575 mV, quadrature estimate 2.641 mV (+2.6 %)
  peak at 30.00 mV, height of d2I/dV2 relative to Vm = 0: 0.920
  second-harmonic current 4.45 fA, elastic first harmonic 1.00 pA
Vm = 2.0 mV (zero-to-peak), 1.414 mV rms:
  first harmonic: FWHM 3.389 mV, quadrature estimate 3.783 mV (+11.6 %)
  second harmonic: FWHM 3.205 mV, quadrature estimate 3.378 mV (+5.4 %)
  peak at 30.00 mV, height of d2I/dV2 relative to Vm = 0: 0.756
  second-harmonic current 14.62 fA, elastic first harmonic 2.00 pA
Vm = 4.0 mV (zero-to-peak), 2.828 mV rms:
  first harmonic: FWHM 6.633 mV, quadrature estimate 7.093 mV (+6.9 %)
  second harmonic: FWHM 5.147 mV, quadrature estimate 5.401 mV (+4.9 %)
  peak at 30.00 mV, height of d2I/dV2 relative to Vm = 0: 0.491
  second-harmonic current 37.96 fA, elastic first harmonic 4.00 pA
Vm = 8.0 mV (zero-to-peak), 5.657 mV rms:
  first harmonic: FWHM 13.545 mV, quadrature estimate 13.939 mV (+2.9 %)
  second harmonic: FWHM 9.811 mV, quadrature estimate 10.011 mV (+2.0 %)
  peak at 30.00 mV, height of d2I/dV2 relative to Vm = 0: 0.267
  second-harmonic current 82.50 fA, elastic first harmonic 8.00 pA
```
